# The Souza-Wilkens-Martin Sum Rule and the Gap Bound on Localization: a program that tests the result

```python
"""
Souza-Wilkens-Martin sum rule and gap bound for an insulator at T = 0:
    integral_0^inf dw Re sigma(w)/w = (pi e^2 n / hbar) xi^2,
    xi^2 <= hbar^2 / (2 m Eg),
xi^2 = (<X^2>-<X>^2)/N, X = sum of electron positions, n = electron density,
Eg = threshold of Re sigma. In a crystal xi^2 is the twist-averaged metric.
Impulse form: if every electron receives momentum hbar*kappa at t = 0 and the
mean displacement is x(t), then xi^2 = (1/pi) integral_0^inf dt x(t)/(kappa t).
Crystal units: eV, nm, and time divided by hbar (1/eV).
Model: V(x) = -V0 cos(2 pi x/a), lowest band filled with both spins.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline

hb2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m in eV nm^2
a, area, V0 = 0.4, 0.16, 4.0                        # nm, nm^2, eV
q = 2 * np.pi / a


def mesh(nk):
    return (np.arange(nk) + 0.5) / nk * q - q / 2


def bloch(k, depth, cut=7):
    """Plane-wave Bloch Hamiltonian; k may be an array and may be complex."""
    k = np.asarray(k)
    g = q * np.arange(-cut, cut + 1)
    size = len(g)
    hop = -depth / 2 * (np.eye(size, k=1) + np.eye(size, k=-1))
    return hb2m * (k[..., None, None] + np.diag(g))**2 * np.eye(size) + hop


def transitions(depth, nk):
    """Vertical excitation energies and squared position matrix elements."""
    k = mesh(nk)
    energy, u = np.linalg.eigh(bloch(k, depth))
    g = q * np.arange(-7, 8)
    vel = 2 * hb2m * (k[:, None] + g)
    de = energy[:, 1:] - energy[:, :1]
    x = np.einsum('kgn,kg,kg->kn', u[:, :, 1:], vel, u[:, :, 0]) / de
    return de, x**2


def direct_gap(depth, k=q / 2):
    e = np.linalg.eigvalsh(bloch(k, depth))
    return e[1] - e[0]


def impulse_spread(ham, vel, ks, number, lowest):
    """Propagate after a sudden momentum kick; return xi^2 and velocity(t)."""
    kick, window, ds = 1e-3, 12 / lowest, 0.02
    s = np.arange(0, 5.5 * window, ds)
    v = np.zeros(len(s))
    for k in ks:
        ground = np.linalg.eigh(ham(k))[1][:, 0]
        for sign in (1, -1):
            e, u = np.linalg.eigh(ham(k + sign * kick))
            amp = (u.T @ ground)[:, None] * np.exp(-1j * e[:, None] * s)
            v += sign * (vel(k + sign * kick) @ np.abs(u @ amp)**2)
    v /= 2 * kick * len(ks) * number
    mid = s[:-1] + ds / 2
    x = CubicSpline(s, v).antiderivative()(mid)
    xi2 = np.sum(x / mid * np.exp(-(mid / window)**2)) * ds / np.pi
    return xi2, s, v, window


def twist_metric(ham, ks, number):
    """Metric from overlaps of ground states at neighbouring twists."""
    step, total = 1e-2, 0.0
    for k in ks:
        left = np.linalg.eigh(ham(k))[1][:, 0]
        right = np.linalg.eigh(ham(k + step))[1][:, 0]
        total += (1 - (left @ right)**2) / step**2
    return total / len(ks) / number


# ---- crystal: sum over states, gap, f-sum -------------------------------
nk = 40
de, x2 = transitions(V0, nk)
xi2 = x2.sum() / nk
strength = de * x2 / hb2m / nk
gap = direct_gap(V0)
bound = hb2m / gap
assert abs(strength.sum() - 1) < 1e-5
assert de.min() >= gap and xi2 < bound
fine = transitions(V0, 240)[1].sum() / 240
assert abs(fine / xi2 - 1) < 1e-6

# ---- impulse simulation and overlap metric ------------------------------
gvec = q * np.arange(-7, 8)
ham1 = lambda k: bloch(k, V0)
vel1 = lambda k: 2 * hb2m * (k + gvec)
xi2_kick, s, v, window = impulse_spread(ham1, vel1, mesh(nk), 1, gap)
xi2_metric = twist_metric(ham1, mesh(nk), 1)
assert abs(xi2_kick / xi2 - 1) < 1e-4
assert abs(xi2_metric / xi2 - 1) < 1e-4

# Spectrum itself: broadened Re sigma from the simulated current
for w in (4.5, 6.0, 9.0):
    simulated = np.trapezoid(v * np.cos(w * s) * np.exp(-(s / window)**2), s) \
        if hasattr(np, 'trapezoid') else \
        np.trapz(v * np.cos(w * s) * np.exp(-(s / window)**2), s)
    lines = (np.exp(-((w - de) * window / 2)**2)
             + np.exp(-((w + de) * window / 2)**2))
    kubo = 2 * hb2m * np.sqrt(np.pi) * window / 4 * np.sum(strength * lines)
    assert abs(simulated - kubo) < 1e-3 * hb2m

# ---- variance of the maximally localized Wannier function ---------------
ks = mesh(nk)
coef = np.linalg.eigh(bloch(ks, V0))[1][:, :, 0]
coef = coef * np.sign(coef.sum(axis=1))[:, None]
grid = (np.arange(40 * nk) + 0.5) * a / 40 - nk * a / 2
waves = (ks[:, None] + gvec).ravel()
wannier = np.exp(1j * np.outer(grid, waves)) @ coef.ravel()
weight = np.abs(wannier)**2
weight /= weight.sum()
xi2_wannier = weight @ grid**2 - (weight @ grid)**2
assert abs(xi2_wannier / xi2 - 1) < 1e-4


# ---- open chains: growth of the position cumulant with length -----------
def open_cumulant(cells):
    size, length = 12 * cells, cells * a
    i = np.arange(1, size + 1)
    row, col = i[:, None], i[None, :]
    h = np.diag(hb2m * (i * np.pi / length)**2)
    h = h + V0 / 2 * ((abs(row - col) == 2 * cells) * 1.0
                      - (row + col == 2 * cells) * 1.0)
    odd = (row - col) % 2 == 1
    den = np.where(odd, (row**2 - col**2)**2, 1)
    pos = np.where(odd, -8 * length * row * col / np.pi**2 / den, 0.0)
    pos = pos + np.eye(size) * length / 2
    u = np.linalg.eigh(h)[1]
    return np.sum((u[:, :cells].T @ pos @ u[:, cells:])**2)


xi2_open = (open_cumulant(16) - open_cumulant(8)) / 8
assert abs(xi2_open / xi2 - 1) < 2e-3

# ---- two interacting electrons on a twisted ring ------------------------
repulsion = 2.0                                     # eV, times cos(q(x1-x2))
one = np.eye(11)
up = np.eye(11, k=1)
pair = repulsion / 2 * (np.kron(up, up.T) + np.kron(up.T, up))
g5 = q * np.arange(-5, 6)
gsum = (g5[:, None] + g5[None, :]).ravel()


def ham2(k):
    h = bloch(k, V0, 5)
    return np.kron(h, one) + np.kron(one, h) + pair


vel2 = lambda k: 2 * hb2m * (2 * k + gsum)
twists = mesh(16)
levels = np.array([np.linalg.eigvalsh(ham2(k))[:2] for k in mesh(16)])
ring_gap = np.min(levels[:, 1] - levels[:, 0])
assert ring_gap > 1.5
ring_kick = impulse_spread(ham2, vel2, twists, 2, ring_gap)[0]
ring_metric = twist_metric(ham2, twists, 2)
assert abs(ring_kick / ring_metric - 1) < 1e-3
assert ring_metric < hb2m / ring_gap
assert abs(ring_metric / xi2 - 1) > 1e-3            # interaction does matter


# ---- tightness of the bound from weak to deep potentials ----------------
def tightness(depth, points):
    return (transitions(depth, points)[1].sum() / points
            * direct_gap(depth) / hb2m)


weak, shallow, deep = (tightness(0.05, 4000), tightness(1.0, 240),
                       tightness(40.0, 240))
assert abs(weak - np.pi / 4) < 0.02
assert 0.95 < deep < 1 and shallow < 1

# ---- harmonic trap, hbar = m = omega = 1: which gap enters the bound ----
nb = 24
lev = np.arange(nb)
xmat = np.diag(np.sqrt(lev[1:] / 2), 1)
xmat = xmat + xmat.T
kin = np.diag((2 * lev + 1) / 4)
side = np.diag(-np.sqrt(lev[1:-1] * lev[2:]) / 4, 2)
kin = kin + side + side.T
pts, tr = np.linalg.eigh(xmat)
single = tr.T @ kin @ tr + np.diag(pts**2 / 2)
e_one, u_one = np.linalg.eigh(single)
x1, x2p = [m.ravel() for m in np.meshgrid(pts, pts, indexing='ij')]
eye = np.eye(nb)
two = (np.kron(single, eye) + np.kron(eye, single)
       + np.diag(4 / np.sqrt((x1 - x2p)**2 + 1)))
e_two, u_two = np.linalg.eigh(two)
total = x1 + x2p
ground = u_two[:, 0]
trap_xi2 = (ground**2 @ total**2 - (ground**2 @ total)**2) / 2
dip = (u_two.T @ (total * ground))**2
dip[0] = 0
trap_optical = (dip @ (e_two - e_two[0])) / dip.sum()
one_xi2 = u_one[:, 0]**2 @ pts**2
one_optical = e_one[1] - e_one[0]
charge_gap = e_two[0] - 2 * e_one[0]                # N = 1, E(0) = 0
assert abs(trap_xi2 - 0.5) < 1e-3 and abs(trap_optical - 1) < 2e-3
assert abs(one_xi2 - 1 / (2 * one_optical)) < 1e-6
assert one_xi2 > 1 / (2 * charge_gap)               # charge gap: bound fails

# ---- size of neglected effects for the example --------------------------
density = 2 / (a * area)                            # electrons per nm^3
plasma2 = (sc.hbar**2 * density * 1e27
           / (sc.epsilon_0 * sc.m_e))               # (hbar w_p)^2 in eV^2
eps = lambda u: 1 + plasma2 * np.sum(strength / (de**2 + u**2))
scale = 2 * hb2m / (np.pi * plasma2)
assert abs(scale * quad(lambda u: eps(u) - 1, 0, np.inf)[0] / xi2 - 1) < 1e-5
xi2_long = scale * quad(lambda u: 1 - 1 / eps(u), 0, np.inf)[0]
root = np.sqrt(strength.ravel())
lam, modes = np.linalg.eigh(np.diag(de.ravel()**2)
                            + plasma2 * np.outer(root, root))
coupled = hb2m * np.sum((modes.T @ root)**2 / np.sqrt(lam))
assert abs(coupled / xi2_long - 1) < 1e-5 and xi2_long < xi2

dk = 0.05
inv_mu = (direct_gap(V0, q / 2 + dk) - gap) / (hb2m * dk**2)
rydberg = sc.value('Rydberg constant times hc in eV')
exciton = rydberg / inv_mu / eps(0.0)**2


def barrier_area(depth):
    """Integral of the decay constant over the gap, eV/nm."""
    kap = np.linspace(0, 1.5 * depth / (2 * hb2m * q), 1501)
    ev = np.sort(np.linalg.eigvals(bloch(q / 2 + 1j * kap, depth)).real, axis=1)
    diff = ev[:, 1] - ev[:, 0]
    return np.sum((diff[1:] + diff[:-1]) / 2) * (kap[1] - kap[0])


two_band = np.pi * 0.4**2 / (8 * hb2m * q)
assert abs(barrier_area(0.4) / two_band - 1) < 0.03
field = 0.1                                         # V/nm = 1 MV/cm
exponent = 2 * barrier_area(V0) / field
thermal = gap / (2 * sc.k * 300 / sc.e)
sigma_int = np.pi * sc.e**2 / sc.hbar * density * xi2 * 1e9 / 100   # S/cm

print(f"hbar^2/2m = {hb2m:.6f} eV nm^2")
print(f"period a = {a:.2f} nm, chain cross-section = {area:.2f} nm^2")
print(f"potential amplitude V0 = {V0:.2f} eV")
print(f"electron density = {density:.3f} nm^-3")
print(f"optical gap Eg = {gap:.4f} eV")
print(f"sum of oscillator strengths = {strength.sum():.6f}")
print(f"xi^2, sum over states = {xi2:.7f} nm^2")
print(f"xi^2, impulse simulation = {xi2_kick:.7f} nm^2")
print(f"xi^2, overlap metric = {xi2_metric:.7f} nm^2")
print(f"xi^2, Wannier variance = {xi2_wannier:.7f} nm^2")
print(f"xi^2, open-chain growth = {xi2_open:.7f} nm^2")
print(f"bound hbar^2/(2 m Eg) = {bound:.7f} nm^2")
print(f"localization length xi = {np.sqrt(xi2):.5f} nm")
print(f"largest xi allowed by bound = {np.sqrt(bound):.5f} nm")
print(f"ratio xi^2/bound = {xi2 / bound:.4f}")
print(f"mean energy hbar^2/(2 m xi^2) = {hb2m / xi2:.4f} eV")
print(f"share of xi^2 from first empty band = {x2[:, 0].sum() / x2.sum():.4f}")
print(f"integral of Re sigma/w dw = {sigma_int:.1f} S/cm")
print(f"ratio to bound, V0 = 0.05 eV: {weak:.4f} (pi/4 = {np.pi / 4:.4f})")
print(f"ratio to bound, V0 = 1 eV: {shallow:.4f}")
print(f"ratio to bound, V0 = 40 eV: {deep:.4f}")
print(f"ring: repulsion amplitude = {repulsion:.2f} eV")
print(f"ring: lowest excitation = {ring_gap:.4f} eV")
print(f"ring: xi^2 from impulse = {ring_kick:.7f} nm^2")
print(f"ring: xi^2 from twist metric = {ring_metric:.7f} nm^2")
print(f"trap, N=2 interacting: xi^2 = {trap_xi2:.5f} hbar/(m w0)")
print(f"trap, N=2: mean dipole energy = {trap_optical:.5f} hbar w0")
print(f"trap, N=1: xi^2 = {one_xi2:.5f} hbar/(m w0)")
print(f"trap, N=1: optical gap = {one_optical:.5f} hbar w0")
print(f"trap, N=1: charge gap = {charge_gap:.4f} hbar w0")
print(f"trap, N=1: false bound = {1 / (2 * charge_gap):.4f} hbar/(m w0)")
print(f"plasma energy = {np.sqrt(plasma2):.3f} eV")
print(f"static electronic permittivity = {eps(0.0):.3f}")
print(f"longitudinal xi^2 (depolarized) = {xi2_long:.7f} nm^2")
print(f"longitudinal/transverse xi^2 = {xi2_long / xi2:.4f}")
print(f"reduced mass at gap = {1 / inv_mu:.4f} m")
print(f"rough hydrogenic exciton binding = {exciton:.3f} eV")
print(f"exciton binding / gap = {exciton / gap:.4f}")
print(f"tunnelling exponent at 1 MV/cm = {exponent:.1f}")
print(f"thermal exponent Eg/(2 kB T) at 300 K = {thermal:.1f}")
print("all assertions hold")
```

Running it gives:

```
hbar^2/2m = 0.038100 eV nm^2
period a = 0.40 nm, chain cross-section = 0.16 nm^2
potential amplitude V0 = 4.00 eV
electron density = 31.250 nm^-3
optical gap Eg = 3.9554 eV
sum of oscillator strengths = 1.000000
xi^2, sum over states = 0.0077457 nm^2
xi^2, impulse simulation = 0.0077457 nm^2
xi^2, overlap metric = 0.0077457 nm^2
xi^2, Wannier variance = 0.0077457 nm^2
xi^2, open-chain growth = 0.0077457 nm^2
bound hbar^2/(2 m Eg) = 0.0096324 nm^2
localization length xi = 0.08801 nm
largest xi allowed by bound = 0.09814 nm
ratio xi^2/bound = 0.8041
mean energy hbar^2/(2 m xi^2) = 4.9189 eV
share of xi^2 from first empty band = 0.9887
integral of Re sigma/w dw = 1851.0 S/cm
ratio to bound, V0 = 0.05 eV: 0.7854 (pi/4 = 0.7854)
ratio to bound, V0 = 1 eV: 0.7865
ratio to bound, V0 = 40 eV: 0.9970
ring: repulsion amplitude = 2.00 eV
ring: lowest excitation = 2.4244 eV
ring: xi^2 from impulse = 0.0089021 nm^2
ring: xi^2 from twist metric = 0.0089010 nm^2
trap, N=2 interacting: xi^2 = 0.50000 hbar/(m w0)
trap, N=2: mean dipole energy = 1.00000 hbar w0
trap, N=1: xi^2 = 0.50000 hbar/(m w0)
trap, N=1: optical gap = 1.00000 hbar w0
trap, N=1: charge gap = 2.8230 hbar w0
trap, N=1: false bound = 0.1771 hbar/(m w0)
plasma energy = 6.564 eV
static electronic permittivity = 2.887
longitudinal xi^2 (depolarized) = 0.0046071 nm^2
longitudinal/transverse xi^2 = 0.5948
reduced mass at gap = 0.2023 m
rough hydrogenic exciton binding = 0.330 eV
exciton binding / gap = 0.0835
tunnelling exponent at 1 MV/cm = 201.4
thermal exponent Eg/(2 kB T) at 300 K = 76.5
all assertions hold
```
